# A temporary anion's energy and width from avoided crossings in a box

Suppose a calculation of electron-induced chemistry in a resist needs the lifetime of a temporary anion, and box levels give a width of 0.102 eV. Shortening the length scale of the basis by 15 per cent changes the answer to 0.163 eV. The lifetime \(\hbar/\Gamma\) falls from 6.4 to 4.0 fs, and with it the time in which a bond can begin to stretch. Someone must decide whether to accept the first width, enlarge the basis, or change the fit. Both widths come from the model below, and the decision can be made from its level curves.

## The model and one pair of levels

An electron with angular momentum \(l=3\) moves in a central well with fixed nuclei. The derivation uses Hartree atomic units. With \(u(r)\) equal to \(r\) times the radial wavefunction,

\[
u''=\left[\frac{l(l+1)}{r^2}+2V(r)-2E\right]u,\qquad V(r)=-V_0e^{-r^2/a^2}.
\]

The centrifugal term forms a barrier that holds the electron for a while. The quantity sought is the complex energy \(E_p=E_r-i\Gamma/2\) at which the solution regular at the origin is purely outgoing outside the well. Its time factor \(e^{-iE_pt}\) gives a probability decaying as \(e^{-\Gamma t}\).

The range is \(a=0.21\) nm. The depth is chosen so that the lowest level in a box of radius 0.8 nm lies at 1.1 eV, then rounded to 0.1 eV, which gives \(V_0=36.4\) eV.

A hard wall at \(r=L\) makes the spectrum discrete. Diagonalization in a large basis, described later, gives:

| \(L\) (nm) | \(E_1\) (eV) | \(E_2\) (eV) |
|---|---|---|
| 1.0 | 1.064 | 2.025 |
| 1.2 | 1.016 | 1.423 |
| 1.4 | 0.895 | 1.157 |
| 1.6 | 0.716 | 1.082 |

At small \(L\) the first level is nearly flat. At large \(L\) the second one is, at almost the same energy. Between them a box state of the free electron comes down and the two levels avoid each other. A numerical search around this crossing finds the smallest gap at \(L=1.3717\) nm, with levels 0.9187 and 1.1777 eV. These three numbers are enough for a first width by hand.

## Why the flat part is not a stationary point

It is tempting to define the resonance by \(dE/dL=0\). For a hard wall that point does not exist at real \(L\). Let \(u(r,E)\) be the regular solution with its behaviour at the origin held fixed, and let \(w=\partial u/\partial E\). Differentiating the radial equation gives \(w''=qw-2u\), where \(q\) is the square bracket above. Hence

\[
(uw'-wu')'=uw''-wu''=-2u^2 .
\]

Integrate from 0 to \(L\). The lower limit contributes nothing, and \(u(L)=0\) on a box level, so

\[
w(L)\,u'(L)=2\int_0^L u^2dr .
\]

The level follows the wall through \(u(L,E(L))=0\). Its total derivative is \(u'(L)+w(L)\,dE/dL=0\), and therefore

\[
\frac{dE}{dL}=-\frac{u'(L)^2}{2\int_0^Lu^2dr}<0 .
\]

The slope cannot vanish: \(u(L)=u'(L)=0\) would make \(u\) zero everywhere. A plateau means a small amplitude near the wall. The width can be found from the way the levels repel.

## Counting the free box states

Let \(k=\sqrt{2E}\), \(x=kr\), \(\hat\jmath=xj_l(x)\) and \(\hat y=xy_l(x)\), with \(j_l,y_l\) the spherical Bessel functions. Outside the well

\[
u\propto\cos\delta\,\hat\jmath-\sin\delta\,\hat y .
\]

At large \(x\), \(\hat\jmath\to\sin(x-l\pi/2)\) and \(\hat y\to-\cos(x-l\pi/2)\), so \(u\to\sin(x-l\pi/2+\delta)\). This fixes the sign of the phase shift \(\delta\). Setting \(u(L)=0\) gives

\[
\tan\delta(E)=\frac{j_l(kL)}{y_l(kL)} .
\]

Each box level is therefore a measurement of the phase shift at its own energy. This requires the well to be negligible at the wall. At 0.95 nm, the smallest wall used in the fits, the Gaussian factor is \(e^{-20.5}\), about \(10^{-9}\).

To count states, write \(\hat\jmath=M\sin\theta\) and \(\hat y=-M\cos\theta\). Then \(u\propto M\sin(\theta+\delta)\), and the wall condition becomes

\[
\theta(kL)+\delta(E)=n\pi .
\]

Both free functions obey the same equation without a first-derivative term, so \(\hat\jmath\hat y'-\hat\jmath'\hat y\) is constant, with primes here denoting \(d/dx\). Its large-\(x\) value is \(\sin^2+\cos^2=1\). In terms of \(M\) and \(\theta\) it is

\[
\begin{aligned}
&M\sin\theta\,(-M'\cos\theta+M\theta'\sin\theta)\\
&\quad+M\cos\theta\,(M'\sin\theta+M\theta'\cos\theta)=M^2\theta' .
\end{aligned}
\]

Thus \(\theta'=1/M^2\). At fixed \(L\), \(dx/dE=L\,dk/dE=L/k\). One more free state fits whenever \(\theta\) grows by \(\pi\), so the density of free levels is

\[
\rho=\frac1\pi\frac{\partial\theta}{\partial E}=\frac{L}{\pi kM^2}=\frac{x}{2\pi EM^2},\qquad x=kL .
\]

The last form uses \(k^2=2E\) and holds in any energy unit. For \(l=3\), the explicit Bessel functions give

\[
M^2=1+\frac{6}{x^2}+\frac{45}{x^4}+\frac{225}{x^6}.
\]

## From the gap to a width

Near a narrow resonance with negligible background phase, take

\[
\cot\delta=\frac{E_r-E}{\Gamma/2},\qquad \tan\delta=-\frac{\Gamma/2}{E-E_r}.
\]

Let \(E_c(L)\) be the nearby free level. Close to it, \(\theta=n\pi+\pi\rho(E-E_c)\), apart from a possible whole multiple of \(\pi\), which the tangent ignores. The wall condition gives \(\tan\theta=-\tan\delta\), so

\[
(E-E_r)\tan[\pi\rho(E-E_c)]=\frac\Gamma2 .
\]

If the angle is small, the tangent equals its argument:

\[
(E-E_r)(E-E_c)=v^2,\qquad v^2=\frac{\Gamma}{2\pi\rho}.
\]

This is the equation of two states coupled by \(v\), with roots

\[
E=\frac{E_r+E_c}{2}\pm\sqrt{\left(\frac{E_r-E_c}{2}\right)^2+v^2}.
\]

The smallest gap is \(g=2v\), at \(E_c=E_r\). Substituting \(v=g/2\) gives \(\Gamma=2\pi\rho v^2=\pi\rho g^2/2\).

The small-angle step can be avoided. Let the two levels lie \(p\) above and \(s\) below \(E_r\), and let \(d=E_c-E_r\). The tangent equation becomes \(d=h(p)\) for the upper level and \(-d=h(s)\) for the lower, where

\[
h(p)=p-\frac{1}{\pi\rho}\arctan\frac{\Gamma}{2p}.
\]

The derivative \(h'=1+\dfrac{\Gamma/2}{\pi\rho(p^2+\Gamma^2/4)}\) is positive and decreases with \(p\). The inverse of \(h\) is therefore convex, and the gap \(p+s=h^{-1}(d)+h^{-1}(-d)\) is convex and even in \(d\). Its minimum is at \(d=0\), where \(p=s=g/2\). The tangent equation then reads

\[
\Gamma=g\tan\left(\frac{\pi\rho g}{2}\right).
\]

Now insert the three numbers. The gap is \(g=1.1777-0.9187=0.2590\) eV and the midpoint is 1.0482 eV. For an electron \(k=5.123\sqrt{E/\text{eV}}\) nm\(^{-1}\), so

\[
x=5.123\sqrt{1.0482}\times1.3717=7.195,\qquad M^2=1.134,
\]
\[
\rho=\frac{7.195}{2\pi(1.0482)(1.134)}=0.963\ \text{eV}^{-1}.
\]

The angle is \(\pi\rho g/2=0.392\). The two-level width is \(0.392\times0.2590=0.1015\) eV, and the tangent width is \(0.413\times0.2590=0.107\) eV.

For comparison, the pole was also found without a box, by integrating the radial equation at complex energy and adjusting that energy until the solution joined an outgoing wave. It lies at \(E_r=1.0645\) eV with \(\Gamma=0.1021\) eV. The midpoint is 0.016 eV too low and the tangent width 5 per cent too large. The cruder two-level width is closer, within 1 per cent, because two errors nearly cancel: linearizing the tangent lowers the width by 5 per cent, while the assumptions shared by both formulas raise it by about as much.

The main suspect among those assumptions is a constant \(\Gamma\). Tunnelling through the barrier brings a threshold factor \(k^{2l+1}=k^7\), which is proportional to \(E^{3.5}\). Between the two levels it changes by \((1.1777/0.9187)^{3.5}=2.4\). The effective width \(2(E_0-E)\tan\delta\), with \(E_0\) the energy at which \(\delta=\pi/2\), changes less, by a factor of 2.0; the power law is only a low-energy limit. If the phase is replaced by one with strictly constant \(\Gamma\) and no background, the tangent width is only 1.3 per cent too large, but the midpoint is still 0.016 eV too low. That shift comes from linearizing \(\theta\) and holding \(\rho\) fixed.

A narrower resonance should suffer less. A well of depth 38.9 eV, with the range unchanged, has a smallest gap of 0.0505 eV, across which the same factor changes by 1.4. The tangent estimate is 0.00820 eV and the box-free width 0.00812 eV, a difference of 1 per cent.

## A function that can safely be fitted

To improve on the hand result, use many levels from both branches and fit a quantity that varies slowly with energy. Matching \(u'/u\) at a radius outside the well, with primes now denoting \(d/dr\), gives

\[
\cos\delta\,(u'\hat\jmath-u\hat\jmath')=\sin\delta\,(u'\hat y-u\hat y'),
\]
\[
\cot\delta=\frac{u'\hat y-u\hat y'}{u'\hat\jmath-u\hat\jmath'} .
\]

For a well negligible beyond the matching radius, the regular solution with fixed behaviour at the origin is a power series in \(E\), convergent at every \(E\). The free functions are \(\hat\jmath=k^{l+1}\times\) (such a series) and \(\hat y=k^{-l}\times\) (such a series). The ratio therefore carries a factor \(k^{-2l-1}\), which multiplication removes:

\[
K(E)=k^{2l+1}\cot\delta(E).
\]

\(K\) is a ratio of two convergent series in \(E\), with no square root at threshold. At positive energies it is smooth except where its denominator vanishes, that is, where \(\delta\) is a multiple of \(\pi\). A polynomial fit is justified in a window away from such points.

The pole condition follows from the outgoing combination

\[
\hat\jmath+i\hat y\to\sin\varphi-i\cos\varphi=-ie^{i\varphi},\qquad \varphi=x-\frac{l\pi}{2}.
\]

Comparison with \(\cos\delta\,\hat\jmath-\sin\delta\,\hat y\) requires \(-\tan\delta=i\), so \(\cot\delta=i\) and

\[
K(E_p)=i\,k_p^{2l+1},\qquad k_p=\sqrt{2E_p},\quad \operatorname{Re}k_p>0,\ \operatorname{Im}k_p<0 .
\]

With the narrow-resonance form of \(\cot\delta\), this gives \(E_p=E_r-i\Gamma/2\), as it should.

The pole energy differs slightly from the energy \(E_0\) at which \(\delta=\pi/2\). If \(K=c(E_0-E)\), then \(E_p=E_0-ik_p^7/c\). Write \(\Gamma_0=2k_0^7/c\), with \(k_0=\sqrt{2E_0}\), and expand \(k_p^7\approx k_0^7[1-3.5\,i\Gamma_0/(2E_0)]\):

\[
E_p\approx E_0-\frac{i\Gamma_0}{2}-\frac{3.5\,\Gamma_0^2}{4E_0}.
\]

For the present numbers the last term is 0.0085 eV; with the exact phase, for which \(K\) is slightly curved, \(E_0\) lies 0.007 eV above \(E_r\). Two reports of "the resonance energy" can therefore differ by several thousandths of an eV through definition alone.

The fit also needs weights. An error \(\varepsilon\) in a level at fixed \(L\) changes \(\theta\) by \(\pi\rho\varepsilon\), hence \(\delta\) by \(-\pi\rho\varepsilon\). Since \(d\cot\delta=-d\delta/\sin^2\delta\), the error in \(K\) is about \(k^{2l+1}\pi\rho\varepsilon/\sin^2\delta\), leaving out the smaller change of the prefactor. The fitted curve is also read at the displaced energy, which adds \(d\delta/dE\) to \(\pi\rho\) in the error of the residual. Near the resonance this term is the larger one, and the simple weights used here ignore it. They are therefore not optimal against errors in the levels. Including the term shifts weight away from the resonance and increases the bias of a short polynomial: the error of the linear \(K\) fit below would grow from 2–4 to 6–13 per cent, while the cubic would stay within 0.03 per cent. They leave the exact relation unchanged, but if the polynomial is too short to follow \(K\), the fitted pole depends on them too. Each residual is multiplied by

\[
\frac{\sin^2\delta}{\pi\rho k^{2l+1}},\qquad \sin^2\delta=\frac{j_l^2}{j_l^2+y_l^2}.
\]

## Changing the window

The data are the two lowest levels at 31 wall positions from 0.95 to 1.70 nm. Levels within \(\pm W\) of the gap midpoint enter the fit. With these data and the basis held fixed, the widths in eV are:

| \(W\) (eV) | linear \(\cot\delta\) | linear \(K\) | cubic \(K\) |
|---|---|---|---|
| 0.30 | 0.117 | 0.0996 | 0.1021 |
| 0.45 | 0.131 | 0.0985 | 0.1021 |
| 0.60 | 0.146 | 0.0976 | 0.1021 |

The first model omits the threshold factor. Its width is 14 to 43 per cent too large and moves with the window. With the weights above, restoring the factor reduces the error to between 2 and 4 per cent, and the cubic removes most of the rest: it differs from the box-free pole by about \(10^{-5}\) eV in both energy and width. That is numerical agreement within the model, not a precision for any molecule.

The energies carry a warning. With linear \(K\) they are 1.0625, 1.0625 and 1.0626 eV, a spread of about 0.0001 eV, yet they lie 0.002 eV below the pole. Stability under a change of window did not reveal the bias; raising the degree did. Both must be varied.

A second avoided crossing supplies different data. Levels two and three, for walls from 1.60 to 2.25 nm, give 1.0645 and 0.1021 eV with the cubic and \(W=0.45\) eV. The resonance belongs to the well, so it must not depend on which box state crosses it.

## Changing the basis scale

The levels were computed with the functions

\[
r^{l+1}L_n^{(l+1/2)}(r^2/b^2)\,e^{-r^2/2b^2}\left(1-\frac{r^2}{L^2}\right),\qquad n=0,\dots,N-1,
\]

where \(L_n^{(l+1/2)}\) is a Laguerre polynomial and the last factor enforces the wall. Nearly dependent combinations were removed by a singular-value decomposition. Moving the wall changes the problem being solved; the length \(b\) changes only the description, so results from a complete basis cannot depend on it. Those from a finite basis can. With the cubic and \(W=0.45\) eV held fixed, the widths in eV are:

| \(b\) (nm) | \(N=18\) | \(N=44\) |
|---|---|---|
| 0.17 | 0.163 | 0.1021 |
| 0.20 | 0.102 | 0.1021 |
| 0.23 | 0.107 | 0.1021 |

This settles the opening decision. The small basis at \(b=0.20\) nm gave a good width, but neighbouring scales show that it could not be trusted on its own evidence. The remedy is a larger basis, because with \(N=44\) the same fit gives one width at all three scales.

A probable cause of the worst value is reach. Without the wall factor, the highest oscillator function turns from oscillation to decay at \(r=b\sqrt{4(N-1)+2l+3}\). For \(N=18\) and \(b=0.17\) nm this is \(0.17\sqrt{77}=1.49\) nm, short of the outer walls at 1.70 nm. For \(N=44\) it is \(0.17\sqrt{181}=2.29\) nm.

## The general procedure

For one partial wave and a short-range potential:

1. Compute at least two neighbouring levels over a range of \(L\) that contains an avoided crossing, with the potential negligible at each wall.
2. Find the local minimum of the gap at the crossing (in much larger boxes the gap shrinks again because the free levels crowd together), evaluate \(\rho\) at its midpoint, and use \(g\tan(\pi\rho g/2)\) as the first width.
3. Convert each level to \(\cot\delta=y_l(kL)/j_l(kL)\), form \(K\), and fit a weighted polynomial in \(E\).
4. Solve \(K(E)=ik^{2l+1}\) from the first estimate, on the branch with \(\operatorname{Im}k<0\).
5. Vary the window, the degree, the basis scale, the basis size and the crossing. Accept the digits that survive all five.

The tangent formula loses accuracy as the threshold factor changes more across the gap. At the first five crossings of this model the gap narrows and the error falls from 4.8 to 1.8 per cent, although \(\Gamma\rho\) rises from 0.10 to 0.31. The two-level formula goes the other way, from 0.6 to 13 per cent too small, because its small-angle step fails as the width approaches the level spacing. The polynomial fails if the window contains a point where \(K\) diverges. A long-range tail changes the outside functions. A non-spherical molecule couples partial waves, so a single \(\delta\) no longer describes it.

## What the numbers mean for a resist

The model is set near the lowest \(\pi^*\) temporary anion of an isolated benzene ring, the unit carried by styrenic resists: roughly 1 eV in energy, 0.1 eV in width, with \(l=3\) as leading wave. The 36.4 eV depth is an effective parameter, not a molecular potential. A damped polarization tail \(-\alpha/[2(r^2+a^2)^2]\), with a rough polarizability of 10 Å\(^3\) and the well refitted to keep \(E_r\), raises the width to 0.118 eV, or 16 per cent. The figure depends on the damping: replacing \(a\) in the tail by 0.15 or 0.30 nm gives 0.115 or 0.116 eV. Without the refit, the tail as written lowers \(E_r\) by about 0.65 eV. The next wave allowed by the ring's symmetry, \(l=5\), penetrates the barrier with 0.3 per cent of the strength of \(l=3\), for equal amplitude at the barrier's inner edge. Fixed nuclei are only a first approximation: the lifetime is 6.4 fs, while a ring vibration of roughly 0.12 eV has a period of 34 fs. The vibration advances by about 1.2 radians in one lifetime, so the ring can relax appreciably before the electron leaves. Attaching the ring to a polymer chain lowers its symmetry and can admit waves with \(l<3\), an effect not estimated here. The largest energy shift among the effects estimated comes from the surrounding film. For a charge in a cavity of radius \(R=0.35\) nm and a surrounding permittivity \(\epsilon=2.5\), both rough, the Born energy \(e^2(1-1/\epsilon)/(8\pi\epsilon_0R)\) lowers the anion by 1.23 eV. This exceeds \(E_r\), so on this estimate the state falls below the vacuum level. Whether it can still lose its electron depends on the film's own conduction states, which the model lacks. The gas-phase energy and width should not be carried unchanged into a resist simulation.
